# Evanescent tails and threshold band offsets at a tight-binding junction

A calculation of a gate stack must fix how many oxide layers to include and from which of them to read the band edges. One recipe computes the density of states layer by layer, calls the band edge the energy where this density first exceeds a small threshold, and subtracts the edges on the two sides. For states of a single transverse momentum, an oxide layer too close to the semiconductor can then give too small an offset. How close is too close can be worked out in a model with two chains, and the answer is less favourable than the decay length of the tails suggests.

## The junction and the naive reading

Each chain has cells of two sites, with one orbital per site and energies $E_c$ (high) and $E_v$ (low). Neighbours inside a chain are coupled by a hopping $t$. Let $a_n$ and $b_n$ be the amplitudes on the high and low sites of cell $n$. Then

$$(E-E_c)a_n=t(b_n+b_{n-1}),\qquad (E-E_v)b_n=t(a_n+a_{n+1}).$$

For a solution that gains a factor $\lambda$ per cell, these become $(E-E_c)a=t(1+\lambda^{-1})b$ and $(E-E_v)b=t(1+\lambda)a$. Their product is

$$(E-E_c)(E-E_v)=t^2(2+\lambda+\lambda^{-1}).$$

A propagating wave has $\lambda=e^{ik}$, and the right side is $4t^2\cos^2(k/2)\ge 0$. No wave propagates between $E_v$ and $E_c$, so the site energies are the band edges, reached at $k=\pi$. In the gap the left side is negative, which requires $\lambda=-e^{-q}$ and gives

$$4t^2\sinh^2(q/2)=(E_c-E)(E-E_v). \tag{1}$$

Chain A, the semiconductor, has edges $-0.55$ and $0.55$ eV. Chain B, the oxide, has edges $-3.50$ and $2.30$ eV. Both have $t=2.50$ eV, and one bond $t_c=2.00$ eV joins the low end site of A to the high end site of B. The true offsets are therefore 2.95 eV (valence) and 1.75 eV (conduction). They are inputs: the model tests how offsets are read, and does not predict them.

Between the edges of A and those of B, waves propagate in A and decay in B. Each such state loses a factor $e^{-2q}$ in density per oxide cell. With $D_m(E)$ the local density of states (LDOS) of oxide cell $m$, per eV, cell and spin, and $m=0$ at the junction,

$$D_m(E)=D_0(E)\,e^{-2q(E)m}. \tag{2}$$

The threshold edge is the first energy, going outward from the middle of A's gap, at which $D_m>\eta$; here $\eta=0.01$ per eV, cell and spin. With the edges of A taken from its cell 20, the offsets read are:

| oxide cell | depth (nm) | valence (eV) | conduction (eV) |
|---|---|---|---|
| 0 | 0.13 | 0.002 | 0.018 |
| 1 | 0.39 | 2.533 | 0.598 |
| 3 | 0.91 | 2.876 | 1.522 |
| 8 | 2.21 | 2.937 | 1.713 |
| 20 | 5.33 | 2.948 | 1.744 |

In cell 0 the tails exceed the threshold almost as soon as A's bands open, so the oxide appears to have the semiconductor's gap.

One might wait for a few decay lengths. With a cell length of 0.26 nm, the LDOS decay length $0.26/(2q)$ is 0.119 nm at $-1.0$ eV, and cell 3 is more than seven such lengths deep. Its conduction offset is still 0.23 eV too small. The fault lies in using one decay length: at $-3.4$ eV, which is 0.1 eV from the valence edge, it is already 0.432 nm, and by (1) it diverges at the edge itself. The threshold reads the LDOS just where the tail is longest.

## How strong the tail is at the edge

The size of the bias needs $D_0$ near the edges. Let $g$ be the Green function on the end site of a half-infinite chain, with end-site energy $\varepsilon_1$ and next-site energy $\varepsilon_2$. Removing the end site leaves a chain with end function $g'$; removing one more restores the original chain. Hence

$$g=\frac{1}{E-\varepsilon_1-t^2g'},\qquad g'=\frac{1}{E-\varepsilon_2-t^2g}.$$

Write $x=t^2g$. The first relation is $g(E-\varepsilon_1)-xg'=1$. Multiplying by $1/g'=E-\varepsilon_2-x$ gives $g(E-\varepsilon_1)(E-\varepsilon_2-x)=E-\varepsilon_2$, or

$$x^2-(E-\varepsilon_2)x+t^2\frac{E-\varepsilon_2}{E-\varepsilon_1}=0. \tag{3}$$

In a band the outgoing root has $\mathrm{Im}\,g<0$; in a gap the root belonging to the decaying solution is taken.

A state bound to the junction would put a false edge inside A's gap, so it must be excluded first. Such a state obeys $\psi_A=g_At_c\psi_B$ and $\psi_B=g_Bt_c\psi_A$, hence $1=t_c^2g_Ag_B$. To find the signs, collect the hoppings of one chain in a matrix $T$, with a unit source on the low end site: $(E-E_c)a=Tb$ and $(E-E_v)b=T^\dagger a+\text{source}$. Eliminating $a$,

$$b=(E-E_c)\left[(E-E_c)(E-E_v)-T^\dagger T\right]^{-1}\text{source}.$$

In the gap the bracket is negative definite and the prefactor is negative, so $g_A>0$. For B, which ends on its high site, the prefactor is $E-E_v>0$ and $g_B<0$. The product is negative and no bound state exists. If the site order of B is reversed, $g_B$ is positive, while by (3) $g_A$ runs from $+\infty$ at A's valence edge to zero at its conduction edge; a solution must then occur. Diagonalizing a finite junction of 700 A cells and 500 B cells gave no level in A's gap for the chosen order, and one, at $-0.443$ eV, for the reversed order.

Joining A to B changes the inverse Green function on B's first site from $1/g_B$ to $1/g_B-t_c^2g_A$. In the tail window $g_B$ is real and $\mathrm{Im}\,g_A=-\pi\rho_A$, where $\rho_A$ is the LDOS on the free end of A. The first-site LDOS is

$$-\frac1\pi\mathrm{Im}\frac{1}{1/g_B-t_c^2g_A}=\frac{t_c^2\rho_A\,g_B^2}{|1-t_c^2g_Ag_B|^2}.$$

The second site has amplitude $r=tg_B'$ relative to the first. Since $1/g_B=E-E_c-t^2g_B'$, this is $r=(E-E_c-1/g_B)/t$, and

$$D_0=\frac{t_c^2\rho_A\,g_B^2(1+r^2)}{|1-t_c^2g_Ag_B|^2}. \tag{4}$$

Equations (2) and (4) were tested against sums of squared eigenvectors of the finite junction, weighted by a Gaussian of width 0.06 eV centred at $-2.3$ and $1.4$ eV, in cells 0, 1, 2 and 5. The largest relative difference was $8\times10^{-13}$.

From here $E_c$, $E_v$ and $t$ refer to B, and $\Delta=(E_c-E_v)/2$. At a distance $\delta$ inside the gap from either edge, (1) reads $4t^2\sinh^2(q/2)=\delta(2\Delta-\delta)$, so to leading order

$$t^2q^2=2\Delta\delta. \tag{5}$$

**Valence edge.** With $E=E_v+\delta$, (3) is $x^2-\delta x-t^2\delta/(2\Delta-\delta)=0$. The negative root is $x\approx-t\sqrt{\delta/2\Delta}=-t^2q/2\Delta$, so $g_B\approx-q/2\Delta$. Then

$$rg_B=\frac{g_B(E-E_c)-1}{t}\approx\frac{q-1}{t},$$

because $E-E_c\approx-2\Delta$. In the numerator of (4), $g_B^2$ is of order $q^2$ and $(rg_B)^2\approx(1-2q)/t^2$. The denominator is $1+t_c^2q\,\mathrm{Re}\,g_A/\Delta$, and $\rho_A$ changes by order $\delta\sim q^2$. To first order in $q$,

$$D_0\approx S\,e^{-2qm_0},\qquad S=\frac{t_c^2\rho_A}{t^2},\qquad m_0=1+\frac{t_c^2\,\mathrm{Re}\,g_A}{2\Delta}.$$

**Conduction edge.** With $E=E_c-\delta$, (3) is $x^2-(2\Delta-\delta)x-t^2(2\Delta-\delta)/\delta=0$. The negative root is $x\approx-t\sqrt{2\Delta/\delta}=-2\Delta/q$, so $1/g_B\approx-t^2q/2\Delta$. Now $r$ is of order $q$ and the first site dominates:

$$D_0\approx\frac{t_c^2\rho_A}{|t_c^2g_A+t^2q/2\Delta|^2}\approx\frac{\rho_A}{t_c^2|g_A|^2}\left(1-\frac{t^2q\,\mathrm{Re}\,g_A}{\Delta t_c^2|g_A|^2}\right).$$

The form $Se^{-2qm_0}$ holds again, with

$$S=\frac{\rho_A}{t_c^2|g_A|^2},\qquad m_0=\frac{t^2\,\mathrm{Re}\,g_A}{2\Delta t_c^2|g_A|^2}.$$

In both cases $g_A$ and $\rho_A$ are taken at the edge of B.

## The bias and the layer it demands

At the true edge $q=0$, and the LDOS equals $S$ in every oxide cell, however deep. If $S>\eta$, the threshold is therefore crossed before the edge is reached, and the oxide gap looks too small at any finite depth. Setting $Se^{-2q(m+m_0)}=\eta$ gives $q=L/[2(m+m_0)]$ with $L=\ln(S/\eta)$, and (5) turns this into

$$\delta_m\approx\frac{t^2L^2}{8\Delta(m+m_0)^2}. \tag{6}$$

The tail falls exponentially with depth at fixed energy, but the bias falls as the inverse square. Equation (6) needs small $q$, hence deep cells.

For the valence edge $S=0.0690$, $L=\ln 6.90=1.931$ and $m_0=0.777$. In cell 8,

$$\delta_8\approx\frac{2.50^2\times1.931^2}{8\times2.90\times8.777^2}\ \text{eV}=0.013\ \text{eV},$$

which agrees with the crossing found numerically. For the conduction edge $S=0.227$, $L=3.123$ and $m_0=0.384$; law and crossing both give 0.037 eV. The conduction bias is larger mainly through $L^2$, whose ratio is 2.6.

For a tolerance $\delta$ on the edge, (2) can be solved without the small-$q$ expansion. Provided $D_m$ stays below $\eta$ all the way from A's edge to that energy,

$$m\ge\frac{\ln[D_0/\eta]}{2q},\qquad\text{with } D_0 \text{ and } q \text{ taken at distance } \delta \text{ from the edge.}$$

For 0.05 eV this gives $m\ge3.77$ (valence) and $m\ge6.86$ (conduction). A cell-by-cell search confirmed cells 4 and 7, at depths of 1.17 and 1.95 nm.

Lowering the threshold makes this bias worse. With $\eta=0.001$ the valence bias in cell 3 rises from 0.074 to 0.403 eV. Equation (6) gives 0.34 eV there, because $q\approx0.56$ is no longer small. Raising $\eta$ above $S$ removes the guaranteed crossing in the gap, and deep layers then err the other way, into the band. For $\eta$ somewhat above $S$ this error is small: in cell 3 it is below 0.001 eV, both for the valence edge with $\eta=0.1$ and for the conduction edge with $\eta=0.3$.

Weak coupling is a second limit. At a fixed energy between the edges of A and B, (4) vanishes as $t_c^2$, and the conduction bias disappears for a fixed cell as $t_c\to0$. The valence bias in cell 0 does not. Just inside A's valence band $g_A$ is large and nearly imaginary, so (4) reaches $|g_B|(1+r^2)/2\pi$ where $t_c^2|g_Ag_B|=1$, however small $t_c$ is. This exceeds $\eta$ here, and the threshold still reads A's edge. Equation (6) does not show the weak-coupling limit at the conduction edge, where $S$ and $m_0$ both grow as $t_c^{-2}$: its expansion needs $qm_0\ll1$, that is, $m+m_0\gg m_0L/2$.

The semiconductor side needs less care. Just inside A's valence band the oxide reflects the wave completely. Beyond the first few cells, where the weight on the high sites can be neglected, the LDOS is the bulk value times $2\sin^2[\kappa(n+n_0)]$, where $\kappa=k-\pi$, $n$ counts cells from the junction and $n_0$ is set by the reflection. Near the edge $\delta=t_A^2\kappa^2/2\Delta_A$, with $\Delta_A$ half the gap of A, so the bulk value is $(1/\pi)\,d\kappa/d\delta=\Delta_A/(\pi t_A^2\kappa)$. For a small argument of the sine the LDOS is $2\Delta_A\kappa(n+n_0)^2/(\pi t_A^2)$. Setting it equal to $\eta$ and solving for $\kappa$,

$$\delta=\frac{t_A^2}{2\Delta_A}\left(\frac{\pi t_A^2\eta}{2\Delta_A}\right)^2\frac{1}{(n+n_0)^4}.$$

This error points into the band and falls as the inverse fourth power of depth. In cell 0, too close to the junction for this formula, the crossings found numerically are off by only 0.0001 eV for the valence edge and 0.0016 eV for the conduction edge.

## A reading that does not wait for depth

The bias comes from $S$ and $\eta$, and neither survives in a ratio of neighbouring layers:

$$q(E)=\tfrac12\ln\frac{D_m(E)}{D_{m+1}(E)}.$$

By (1), $4\sinh^2(q/2)$ is a quadratic in $E$ whose zeros are the two edges. Three energies fix it. Using $-2.4$, $-1.9$ and $-1.4$ eV in cells 0 and 1, the two worst layers for the threshold, the zeros are $-3.5000$ and $2.3000$ eV.

This success rests on a single decaying wave, on a two-band oxide and on nearly exact data. The fit extrapolates far beyond its window: an error of 1% in the ratio at $-1.9$ eV moves the valence zero by 0.10 to 0.14 eV and the conduction zero by 0.7 to 1.2 eV, and an error of 0.1% still moves the conduction zero by 0.09 eV. A thin film adds a growing wave reflected from its far face. With a free far face, cells 0 and 1 give $-3.35$ and $2.10$ eV for a film of 3 cells, $-3.47$ and $2.21$ eV for 4 cells, and $-3.499$ and $2.295$ eV for 6 cells. With several decaying waves the ratio must come from layers where the slowest dominates, and the quadratic becomes an approximation. Reading deep layers and extrapolating $q^2$ to zero are then two estimates to be compared.

## What a real stack adds

The gaps and offsets are rough values for silicon and hafnia, and the oxide edge mass $\hbar^2\Delta/(t^2a^2)$, with $a$ the cell length, is 0.52 free-electron masses. The chains do not reproduce either material's bands. A real stack can also have a thin silicon-oxide layer between the two, and a disordered oxide, so the depths above indicate a scale and are not a specification.

Several omitted effects are comparable with the 0.05 eV tolerance or larger. Gaussian smearing of 0.10 eV shifts the valence edge by 0.247 eV towards midgap even in a bulk layer, so no depth removes it. Here 0.10 eV is the standard deviation. A's bulk valence edge moves the same way by 0.214 eV, so most of the shift cancels and the valence offset comes out 0.033 eV too small. An oxide field of 1 MV/cm tilts the bands by 0.117 eV at the depth of cell 4 and by 0.195 eV at cell 7. Subtracting this tilt is not enough, because a sloping band has tails of its own around the local edge. Their energy scale is $(\hbar^2F^2/2M)^{1/3}$, with $F$ the slope of the band and $M$ the edge mass, or about 0.09 eV here. The depths found above for a tolerance of 0.05 eV therefore apply to flat bands only. In an isolated oxide film of 2.08 nm, confinement lowers the valence edge by 0.036 eV when one face ends on a high site and the other on a low site. The value depends on the termination: with one site added, it is zero for low sites on both faces and 0.127 eV for high sites on both faces. In a stack the film is joined to the semiconductor, so this shift cannot simply be added to the offset, and the depths above, found for a half-infinite oxide, need not hold.

The assumption of a single transverse momentum matters for the sign of the bias. Suppose instead that the layer LDOS is summed over transverse momenta. With free-electron mass $m_e$ in both materials, a hole state of transverse energy $\varepsilon$ has its longitudinal energy at $E+\varepsilon$, so the sum is

$$n_\parallel\int_0 D_m(E+\varepsilon)\,d\varepsilon,\qquad n_\parallel=\frac{m_ea^2}{2\pi\hbar^2}=0.141\ \text{eV}^{-1},$$

for a column of area $a^2$; the integral stops where $E+\varepsilon$ reaches A's valence edge. At the same $\eta$ the valence bias is $+1.14$ eV in cell 0, but $-0.17$ eV in cell 1, $-0.10$ eV in cell 3 and $-0.04$ eV in cell 8. The negative sign means an oxide edge read inside the band.

Far from the junction a band filled to $\kappa$ holds $\kappa/\pi$ states per cell, so the threshold is met at $n_\parallel\kappa/\pi=\eta$. This gives $\kappa=0.22$ and $\delta\approx t^2\kappa^2/2\Delta=0.053$ eV into the band. Cell 8 still differs from this limit by about 0.01 eV. A's edge, read from the same kind of sum, moves into its band too. At the same $\kappa$ its shift is $\sqrt{\Delta_A^2+4t_A^2\sin^2(\kappa/2)}-\Delta_A=0.23$ eV, larger because A's gap is smaller. Far from the junction the valence offset therefore comes out about 0.18 eV too small. Depth does not cure these errors; a smaller $\eta$ does, since for small $\kappa$ they scale as $\eta^2$, at the price of stronger tails in near layers.

The scheme that follows is to keep the LDOS resolved in transverse momentum and free of smearing, to avoid a threshold far below $S$, and to read the oxide edge at or beyond the depth required for the tolerance, with no field in the oxide. The decay between layers offers another estimate of the edge, provided a single decaying wave dominates in the layers used and the ratios are known to better than 0.1%. It does not rescue a very thin film: in this model it misses the 0.05 eV tolerance at 4 cells and meets it at 6. The numerical output below gives the remaining depths and both forms of the bias.

## Computed values

```
A: edges -0.55, 0.55 eV; hopping 2.50 eV
B: edges -3.50, 2.30 eV; hopping 2.50 eV
junction hopping 2.00 eV; cell of B 0.26 nm
threshold eta 0.010 states/(eV cell spin)
true valence offset 2.950 eV
true conduction offset 1.750 eV
edge mass of B 0.523 free-electron masses
largest relative error, tail formula 8.4e-13
largest relative error, recursion 8.6e-13
interface states in gap of A: 0
with B reversed: 1, at -0.443 eV
E -1.0 eV: q 1.094 per cell, LDOS decay length 0.119 nm
E -2.0 eV: q 0.977 per cell, LDOS decay length 0.133 nm
E -3.0 eV: q 0.640 per cell, LDOS decay length 0.203 nm
E -3.4 eV: q 0.301 per cell, LDOS decay length 0.432 nm
valence: S 0.0690 /(eV cell spin), L 1.931, m0 0.777
conduction: S 0.2272 /(eV cell spin), L 3.123, m0 0.384
apparent offsets (eV), A edge taken from its cell 20
cell  depth(nm)  valence  conduction
   0      0.13     0.002     0.018
   1      0.39     2.533     0.598
   2      0.65     2.808     1.299
   3      0.91     2.876     1.522
   4      1.17     2.905     1.614
   6      1.69     2.928     1.686
   8      2.21     2.937     1.713
  12      3.25     2.944     1.733
  20      5.33     2.948     1.744
cell 3 bias, found/law (eV): valence 0.07356/0.07046, conduction 0.22764/0.22946
cell 8 bias, found/law (eV): valence 0.01314/0.01305, conduction 0.03737/0.03738
cell 20 bias, found/law (eV): valence 0.00233/0.00233, conduction 0.00632/0.00632
cell 40 bias, found/law (eV): valence 0.00060/0.00060, conduction 0.00161/0.00161
valence, bias below 0.05 eV: m >= 3.77, cell 4, depth 1.17 nm
conduction, bias below 0.05 eV: m >= 6.86, cell 7, depth 1.95 nm
cell 3 valence bias at eta 0.001: 0.403 eV
A cell 0 edge error: valence 1.03e-04 eV, conduction 1.62e-03 eV
A cell 3 edge error: valence 2.38e-05 eV, conduction 1.61e-04 eV
A cell 20 edge error: valence 3.87e-07 eV, conduction 7.13e-07 eV
edges from decay in cells 0 and 1: -3.5000, 2.3000 eV
smearing 0.10 eV, bulk valence bias 0.247 eV
field 1.0 MV/cm, tilt at needed cell: valence 0.117 eV, conduction 0.195 eV
isolated film 2.08 nm: valence edge lowered 0.036 eV
thermal energy at 300 K 0.0259 eV
transverse states 0.1412 per eV and cell column
transverse sum, cell 0: valence bias +1.139 eV
transverse sum, cell 1: valence bias -0.173 eV
transverse sum, cell 3: valence bias -0.100 eV
transverse sum, cell 8: valence bias -0.044 eV
transverse sum, far limit: valence bias -0.053 eV
```
